# Spin-Orbit Splitting at K in a Three-Orbital Model of MoS2

## 1. One site, two orbitals, one bias

Take one atom with the orbitals \(d_{xy}\) and \(d_{x^2-y^2}\) at a common energy \(e\). Their circular combinations

\[
|\pm2\rangle=\frac{d_{x^2-y^2}\pm i\,d_{xy}}{\sqrt2}
\]

carry angular momentum \(m=\pm2\) about \(z\), in units where \(\hbar=1\). Let the spin-orbit term be \(\lambda L_zS_z\) with \(\lambda>0\), and write \(S_z=s/2\) with \(s=+1\) for spin up and \(s=-1\) for spin down. The energies are \(e+\lambda ms/2\), that is, \(e+\lambda\) for \((m,s)=(2,+),(-2,-)\) and \(e-\lambda\) for \((2,-),(-2,+)\).

There are two levels, \(2\lambda\) apart, but each holds one up state and one down state. Spin-orbit coupling has split the orbitals without splitting the spins.

Now add a bias \(-\tfrac b2L_z\) with \(b>0\), which lowers \(m=+2\) by \(b\) and raises \(m=-2\) by \(b\):

\[
\text{up: } e-b+\lambda,\; e+b-\lambda;\qquad \text{down: } e-b-\lambda,\; e+b+\lambda .
\]

The lowest up level is \(e-|b-\lambda|\) and the lowest down level is \(e-b-\lambda\). Their difference is

\[
b+\lambda-|b-\lambda|=2\min(b,\lambda).
\]

Without bias there is no spin splitting. Once \(b\) exceeds \(\lambda\), the splitting is \(2\lambda\) whatever the value of \(b\). An orbital with \(m=0\) on the same atom has \(\lambda ms/2=0\) and does not split.

In monolayer MoS2 at K, the valence state is the biased \(m=+2\) orbital and the conduction state is the \(m=0\) orbital. It remains to find what supplies the bias, why the orbitals do not mix, and how much the model leaves out.

## 2. The spin-orbit contribution

The model has three Wannier orbitals on each Mo site, \(d_{z^2}\), \(d_{xy}\) and \(d_{x^2-y^2}\). The full on-site coupling is

\[
\lambda\,\mathbf L\cdot\mathbf S=\lambda\left[L_zS_z+\tfrac12(L_+S_-+L_-S_+)\right].
\]

The three orbitals have \(m=0,\pm2\). The operators \(L_\pm\) change \(m\) by one and so lead out of the set. Inside it only \(\lambda L_zS_z\) survives, and the two spins decouple.

To find \(L_z=-i(x\partial_y-y\partial_x)\), apply it to the angular polynomials:

\[
L_z\,xy=-i(x^2-y^2),\qquad L_z\,\tfrac12(x^2-y^2)=-i(-xy-xy)=2i\,xy .
\]

The functions \(xy\) and \(\tfrac12(x^2-y^2)\) turn into each other, up to sign, under a rotation by 45°, so they have the same norm. Hence

\[
L_zd_{xy}=-2i\,d_{x^2-y^2},\qquad L_zd_{x^2-y^2}=2i\,d_{xy},\qquad L_zd_{z^2}=0 .
\]

For a band state that is non-degenerate apart from spin, first-order perturbation theory gives the shift \(\tfrac{s\lambda}{2}\langle L_z\rangle\), so

\[
E_\uparrow-E_\downarrow=\lambda\langle L_z\rangle .
\]

In the real orbitals \(L_z\) is imaginary and antisymmetric, so any real combination has \(\langle L_z\rangle=0\). A large weight on \(d_{xy}\) and \(d_{x^2-y^2}\) is therefore not enough for a splitting. They must combine with a complex relative phase.

One approximation enters here. A Wannier function with the symmetry of \(d_{z^2}\) also has tails on the sulphur atoms. Using the atomic matrix of \(L_z\) drops the spin-orbit coupling of those tails; Section 7 returns to it.

## 3. The hopping contribution

**Allowed hoppings.** Without spin, define \(E_{ij}(\mathbf R)=\langle\phi_i(\mathbf r)|H|\phi_j(\mathbf r-\mathbf R)\rangle\) and \(H(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}E(\mathbf R)\). The orbitals are real, so \(E\) is real, and Hermiticity gives \(E(-\mathbf R)=E(\mathbf R)^T\).

Let a nearest Mo neighbour lie at \(\mathbf R_0=(a,0)\). The sulphur positions respect the mirror \(x\to-x\), which changes the sign of \(d_{xy}\) alone. With \(M=\mathrm{diag}(1,-1,1)\) this means \(E(-\mathbf R_0)=ME(\mathbf R_0)M\). The two conditions together give \(E^T=MEM\): elements that contain \(d_{xy}\) once are antisymmetric and the others are symmetric. In the order \((d_{z^2},d_{xy},d_{x^2-y^2})\),

\[
E(\mathbf R_0)=\begin{pmatrix}t_0&t_1&t_2\\-t_1&t_{11}&t_{12}\\t_2&-t_{12}&t_{22}\end{pmatrix}.
\]

The other neighbours follow from the rotation \(C\) by 120°, through \(E(C\mathbf R)=D\,E(\mathbf R)D^T\), where \(D|m\rangle=e^{-2\pi im/3}|m\rangle\).

**Why the orbitals do not mix at K.** Take \(\mathbf K=(4\pi/3a,0)\) and \(\mathbf R=n_1\mathbf a_1+n_2\mathbf a_2\), with \(\mathbf a_1=(a,0)\) and \(\mathbf a_2=(a/2,\sqrt3a/2)\). Then

\[
\mathbf K\cdot\mathbf R=\tfrac{2\pi}{3}(2n_1+n_2)\equiv\tfrac{2\pi}{3}(n_2-n_1)\pmod{2\pi}.
\]

The rotation sends \(\mathbf a_1\to\mathbf a_2-\mathbf a_1\) and \(\mathbf a_2\to-\mathbf a_1\), so \(n_1'=-n_1-n_2\) and \(n_2'=n_1\). Thus \(n_2'-n_1'=2n_1+n_2\), which equals \(n_2-n_1\) up to a multiple of 3. The phase \(e^{i\mathbf K\cdot\mathbf R}\) is unchanged by the rotation, and

\[
DH(\mathbf K)D^T=\sum_{\mathbf R}e^{i\mathbf K\cdot C\mathbf R}E(C\mathbf R)=H(\mathbf K).
\]

The eigenvalues of \(D\) for \(m=0,2,-2\) are \(1,\,e^{2\pi i/3},\,e^{-2\pi i/3}\). They all differ, so \(H(\mathbf K)\) cannot connect different \(m\). This argument did not use the range of the hopping.

**The energies.** A diagonal element \(\langle m|E(\mathbf R)|m\rangle\) is the same for the three rotated neighbours, because the phases from \(D\) and \(D^T\) cancel. Their opposites contribute the complex conjugates. With \(\mathbf K\cdot\mathbf R_0=4\pi/3\) and on-site energy \(\varepsilon_m\),

\[
E_m=\varepsilon_m+6\,\mathrm{Re}\!\left[e^{4\pi i/3}\langle m|E(\mathbf R_0)|m\rangle\right],\qquad e^{4\pi i/3}=-\tfrac12-\tfrac{\sqrt3}{2}i .
\]

For \(m=0\) the element is \(t_0\). For \(m=\pm2\) the state has components \((0,\pm i,1)/\sqrt2\), and

\[
\langle\pm2|E|\pm2\rangle=\tfrac12\left[t_{11}+t_{22}\mp it_{12}\mp it_{12}\right]=\tfrac12(t_{11}+t_{22})\mp it_{12}.
\]

In the real part, \((-\tfrac{\sqrt3}{2}i)(\mp it_{12})=\mp\tfrac{\sqrt3}{2}t_{12}\). With on-site energies \(\varepsilon_1\) for \(d_{z^2}\) and \(\varepsilon_2\) for the other two,

\[
E_0=\varepsilon_1-3t_0,\qquad E_{\pm2}=\varepsilon_2-\tfrac32(t_{11}+t_{22})\mp3\sqrt3\,t_{12}.
\]

The last term is the bias of Section 1, with \(b=3\sqrt3\,t_{12}\). No magnetic field is present: the bias comes from an antisymmetric hopping, weighted by the unequal Bloch phases of \(\mathbf R\) and \(-\mathbf R\). At \(-\mathbf K\) these phases are conjugated, the bias changes sign, and \(m=-2\) becomes the low state, as time reversal requires.

## 4. Both contributions together

Use round parameters of the rough size usual for monolayer MoS2: \(a=0.32\) nm, \(\varepsilon_1=1.0\), \(\varepsilon_2=2.1\), \(t_0=-0.2\), \(t_1=0.4\), \(t_2=0.5\), \(t_{11}=0.2\), \(t_{12}=0.35\), \(t_{22}=0.05\) and \(\lambda=0.075\), all energies in eV. Then

\[
E_0=1.0+0.6=1.600,\qquad E_{\pm2}=(2.1-0.375)\mp1.819=1.725\mp1.819 ,
\]

so \(E_2=-0.094\) eV and \(E_{-2}=3.544\) eV. One band is filled. The valence state at K is \(m=+2\) and the conduction state is \(m=0\). On a 36 × 36 grid of wave vectors, without spin, both band edges lie at K.

With spin, \(L_z\) commutes with \(H(\mathbf K)\), and the levels are

\[
E_v=E_2+s\lambda,\qquad E_c=E_0 .
\]

The valence splitting is \(2\lambda=150\) meV and the conduction splitting is zero. Because the operators commute, there are no higher-order corrections at K within this model. The gap falls from 1.694 to 1.619 eV, since the upper valence branch rises by \(\lambda\). The bias, 1.819 eV, is about 24 times \(\lambda\), so the splitting is deep in the regime where it is set by \(\lambda\) alone.

## 5. Removing one ingredient at a time

**No antisymmetric hopping.** Set \(t_1=t_{12}=0\) and keep the rest. This is the form that symmetry under \((x,y)\to(-x,-y)\) would impose, because the three orbitals are even under that operation. Now \(E(-\mathbf R)=E(\mathbf R)\), so \(H(\mathbf k)\) is a sum of cosines times real matrices and is itself real. The spin-up Hamiltonian \(H+\tfrac\lambda2L_z\) and the spin-down one \(H-\tfrac\lambda2L_z\) are complex conjugates, since \(L_z\) is imaginary. They have equal eigenvalues, and every band is spin degenerate at every \(\mathbf k\). The spin-orbit coupling is as strong as before, but the bias is gone.

**Another wave vector.** At \(\Gamma\) all Bloch phases equal one and the antisymmetric parts of \(E(\mathbf R)\) and \(E(-\mathbf R)\) cancel. The Hamiltonian is again real, and the splittings vanish with the original parameters.

**Another order of levels.** Lower \(\varepsilon_1\) by 3 eV with all else fixed. Then \(E_0\) lies below \(E_2\). At K the lowest band has zero splitting and the second has 150 meV. The absence of splitting belongs to \(m=0\), not to the conduction band as such. Rotation symmetry forbids mixing, but the parameters decide which orbital lies where.

## 6. The conduction band away from K

At \(\mathbf K+\mathbf q\) the orbitals mix, and the conduction state acquires some \(L_z\). Number the rotated neighbours \(\mathbf R_j=C^j\mathbf R_0\), \(j=0,1,2\). Expanding \(e^{i\mathbf q\cdot\mathbf R}\) to first order, and using \(\langle0|E(\mathbf R_j)|m\rangle=e^{2\pi imj/3}\langle0|E(\mathbf R_0)|m\rangle\),

\[
\langle0|H|\pm2\rangle=\frac{i}{\sqrt2}\Big[e^{4\pi i/3}(t_2\pm it_1)-e^{-4\pi i/3}(t_2\mp it_1)\Big]\sum_j\mathbf q\cdot\mathbf R_j\,e^{\pm4\pi ij/3}.
\]

The second term in the bracket comes from \(-\mathbf R_j\), where \(E\) is transposed and \(\mathbf q\cdot\mathbf R\) changes sign. The bracket equals \(-i(\sqrt3t_2\pm t_1)\). In the sum, write \(\mathbf q\cdot\mathbf R_j=aq\cos(\theta-2\pi j/3)\), with \(\theta\) the angle of \(\mathbf q\). One of its two exponentials survives, leaving \(\tfrac{3a}{2}(q_x\mp iq_y)\). Therefore

\[
\langle0|H|\pm2\rangle=\frac{(A\pm B)(q_x\mp iq_y)}{\sqrt2},\qquad A=\tfrac{3\sqrt3}{2}t_2a,\quad B=\tfrac32t_1a .
\]

Let \(V_\pm=(A\pm B)q/\sqrt2\), \(\Delta_+=E_0-E_2\) and \(\Delta_-=E_{-2}-E_0\). The \(m=\pm2\) levels are shifted by \(\pm s\lambda\), so level repulsion moves the conduction state by

\[
\delta E_s=\frac{V_+^2}{\Delta_+-s\lambda}-\frac{V_-^2}{\Delta_--s\lambda}.
\]

Subtracting \(s=-1\) from \(s=+1\) and using \(\frac1{\Delta-\lambda}-\frac1{\Delta+\lambda}\approx\frac{2\lambda}{\Delta^2}\) for \(\lambda\ll\Delta\),

\[
E_\uparrow-E_\downarrow\approx2\lambda\left[\frac{V_+^2}{\Delta_+^2}-\frac{V_-^2}{\Delta_-^2}\right].
\]

This is still first order in \(\lambda\), but it grows as \(q^2\). The two circular orbitals pull in opposite directions.

For a typical \(q\), set \(\hbar^2q^2/2m^*=k_BT\) with an assumed mass \(m^*=0.5\,m_e\) and \(T=300\) K, which gives \(q=0.582\) nm⁻¹. With \(A=0.4157\) and \(B=0.1920\) eV nm, \(V_+=0.250\) eV and \(V_-=0.092\) eV. The bracket is \(0.0218-0.0022\), and the splitting is 2.9 meV. Diagonalization, averaged over twelve directions of \(\mathbf q\), gives 2.8 meV; the difference comes almost entirely from the neglected higher orders in \(q\).

## 7. Contributions outside the three orbitals

**The odd d orbitals.** The orbitals \(d_{xz}\) and \(d_{yz}\) are odd under reflection in the Mo plane and have \(m=\pm1\) at K. The ladder terms of \(\mathbf L\cdot\mathbf S\) reach them. Since \(L_\pm|0\rangle=\sqrt6\,|\pm1\rangle\), the state \(|0,\uparrow\rangle\) couples to \(|1,\downarrow\rangle\), and \(|0,\downarrow\rangle\) to \(|-1,\uparrow\rangle\), each with amplitude \(\tfrac{\sqrt6}{2}\lambda\). Its square is \(\tfrac32\lambda^2\), so in second order

\[
E_\uparrow-E_\downarrow=\tfrac32\lambda^2\left[\frac1{E_0-E_{+1}}-\frac1{E_0-E_{-1}}\right].
\]

With rough assumed levels \(E_{+1}=3.2\) and \(E_{-1}=4.6\) eV, this is

\[
0.00844\left[-\tfrac1{1.6}+\tfrac1{3.0}\right]\text{ eV}=-2.5\text{ meV}.
\]

The sign follows from the assumed order of the odd levels and would reverse if they were exchanged. The picture of two pure levels above the gap is itself a simplification. In the real layer each odd d orbital mixes with sulphur p and is shared between a level below the valence band and one above the conduction band, and the two parts enter the sum with opposite signs. The number above therefore shows only a possible scale; the true term can be smaller or of the other sign.

In the valence band, \(|2,\uparrow\rangle\) has no partner, because neither \(m\) nor the spin can be raised. The state \(|2,\downarrow\rangle\) couples to \(|1,\uparrow\rangle\) with amplitude \(\tfrac\lambda2\cdot2=\lambda\) and is pushed down by \(\lambda^2/(E_{+1}-E_2)=1.7\) meV. With the assumed level, the valence splitting grows by about 1 %, to 151.7 meV. Any \(m=+1\) weight below the valence band pushes the other way, so only the smallness of this correction, not its sign, carries over to the real layer.

**Sulphur p orbitals.** Place the sulphur neighbours of a Mo atom at in-plane distance \(a/\sqrt3\) and angles 30°, 150° and 270°. The Bloch phases \(\mathbf K\cdot\boldsymbol\delta_j\) are \(2\pi/3,\,-2\pi/3,\,0\), which is \(2\pi(1+j)/3\) up to multiples of \(2\pi\). The coupling of \(d_{z^2}\) to a p orbital with angular momentum \(m\) carries a further factor \(e^{2\pi imj/3}\), so the total is proportional to

\[
\sum_{j=0}^{2}e^{2\pi i(1+m)j/3}.
\]

Among \(m=-1,0,1\) this is non-zero for \(m=-1\) alone. Turning the sulphur triangle by 180° selects \(m=+1\) instead. In either case the conduction state contains one circular p orbital and not its partner, so it has a non-zero \(\langle L_z\rangle\) on sulphur. If the p weight is \(w\) and the sulphur coupling is \(\xi\), the first-order splitting has magnitude \(w\xi\). With rough assumed values \(w=0.1\) and \(\xi=50\) meV, this is 5 meV. The sign can be fixed by the same sum. For a d orbital with angular momentum \(m_d\), the exponent becomes \(1+m-m_d\), so in the first orientation \(d_{+2}\) pairs with \(p_{+1}\), while in the turned one it pairs with \(p_z\). The valence state of real MoS2 at K contains in-plane p orbitals, which selects the first orientation. The conduction state then contains \(p_{-1}\), and \(E_\uparrow-E_\downarrow=-w\xi\). The \(p_{+1}\) weight of the valence state adds to its splitting, while its d weight is less than one, so the \(\lambda\) of the three-orbital model is an effective constant.

The zero in the conduction band is thus not protected by symmetry. It rests on the state being pure \(d_{z^2}\) and on leaving out the odd orbitals.

## 8. Weighing the contributions

| Contribution | Band | Size (meV) |
|---|---|---|
| Mo \(L_z\), first order, at K | valence | 150 |
| Mo \(L_z\), first order, at K | conduction | 0 |
| Mixing at thermal \(q\) | conduction | +2.9 |
| Odd d orbitals, second order (assumed levels, sign uncertain) | conduction | −2.5 |
| Sulphur p, first order | conduction | −5 |

The three conduction terms are comparable and may partly cancel, so these estimates fix neither the sign nor the precise size of the total. With the inputs assumed here it is a matter of a few meV, well below both the valence splitting and \(k_BT=25.9\) meV at 300 K.

In real monolayer MoS2 the valence splitting is roughly 0.15 eV and the conduction splitting a few meV. The first agreement is no prediction, since \(\lambda\) was chosen with that size in mind. The model gap of about 1.6 eV is smaller than the quasiparticle gap of the free-standing layer, which exceeds 2 eV; in this model the valence splitting at K does not depend on the gap, as long as both spin levels of \(m=+2\) stay below the \(m=0\) level. At room temperature a device also breaks the assumption that carriers sit exactly at K, which for the conduction band replaces zero by about 3 meV. For holes at K in the dilute limit, the lower valence branch has relative occupation \(e^{-2\lambda/k_BT}=0.003\), so nearly all holes at that wave vector share one spin. Holes at \(-\mathbf K\) carry the opposite spin, so in equilibrium there is no net polarization: spin is locked to the valley. The conduction band offers no comparable selection at 300 K. The values used here are listed in the numerical output below.

## Numbers as computed

```
lattice constant a = 0.32 nm; |K| = 13.090 nm^-1
on-site e1, e2 = 1.0, 2.1 eV
t0, t1, t2 = -0.2, 0.4, 0.5 eV
t11, t12, t22 = 0.2, 0.35, 0.05 eV
spin-orbit lam = 75.00 meV
Lz in (dz2, dxy, dx2-y2), imaginary part, row by row:
    0.0 0.0 0.0
    0.0 0.0 2.0
    0.0 -2.0 0.0
levels at K without spin (valence, conduction, upper) = -0.094 1.600 3.544 eV
<Lz> of these levels = 2.000 0.000 -2.000
mean energy of m=+2 and m=-2 at K = 1.725 eV
orbital term 3*sqrt(3)*t12 = 1.819 eV
gap at K without spin = 1.694 eV
gap at K with spin = 1.619 eV
splittings at K = 150.00 0.00 -150.00 meV
splittings at -K = -150.00 0.00 150.00 meV
splittings at Gamma = 0.00 0.00 0.00 meV
splittings at K, e1 lowered by 3 eV = 0.00 150.00 -150.00 meV
grid valence maximum minus value at K = 0.00 meV
grid conduction minimum minus value at K = -0.00 meV
A, B = 0.4157, 0.1920 eV nm
temperature = 300 K; kT = 25.85 meV
assumed electron mass = 0.5 m_e; thermal q = 0.582 nm^-1
conduction splitting at thermal q, formula = 2.94 meV
conduction splitting at thermal q, diagonalized = 2.81 meV
assumed odd levels m=+1, m=-1 = 3.2, 4.6 eV
conduction splitting from odd orbitals, formula = -2.46 meV
conduction splitting from odd orbitals, diagonalized = -2.54 meV
valence splitting added by odd orbitals, formula = 1.71 meV
valence splitting with odd orbitals, diagonalized = 151.65 meV
relative dz2 coupling to sulphur p, m=-1,0,1 = 1.000 0.000 0.000
same, sulphur triangle turned by 180 deg = 0.000 0.000 1.000
assumed sulphur weight = 0.1; sulphur coupling = 50.00 meV
size of sulphur conduction splitting = 5.00 meV
Boltzmann factor exp(-2 lam/kT) = 0.00302
```
